# Vacuum shift of a two-level atom in a detuned cavity mode

## Problem

A two-level atom has lower state \(|g\rangle\), upper state \(|e\rangle\) and transition frequency \(\omega_0\). It couples to one cavity mode of frequency \(\omega\). The Rabi Hamiltonian, with the zero-point energy of the mode dropped because it is common to all levels, is

\[
\frac{H}{\hbar}=\omega a^\dagger a+\frac{\omega_0}{2}\sigma_z+g\,(a+a^\dagger)(\sigma_++\sigma_-),\qquad \sigma_+|g\rangle=|e\rangle .
\]

The Jaynes-Cummings (JC) model keeps the coupling \(g(a\sigma_++a^\dagger\sigma_-)\) and drops the counter-rotating part \(g(a^\dagger\sigma_++a\sigma_-)\). Define

\[
\Delta=\omega_0-\omega,\qquad \Sigma=\omega_0+\omega .
\]

The cavity is far detuned: \(g\sqrt{n+1}\) is small against \(\omega\), \(|\Delta|\) and \(\Sigma\) for the photon numbers \(n\) of interest. This is the dispersive regime.

(a) By how much does the coupling shift the atomic transition when the cavity is empty, in each model?

(b) What changes when the cavity holds \(n\) photons?

(c) Evaluate the shifts for a mode at 5 GHz, an atom at 7 GHz and \(g\) equal to 0.1 GHz. These are round model parameters, given as ordinary frequencies. Every formula below has the same form in ordinary and in angular frequencies, since changing from one to the other multiplies both sides by the same power of \(2\pi\).

## A tempting solution that fails

The atom is excited and the cavity is empty, so the state to follow is \(|e,0\rangle\). The JC coupling takes it to \(|g,1\rangle\) with matrix element \(g\). The bare energy difference is

\[
\left(\frac{\omega_0}{2}\right)-\left(\omega-\frac{\omega_0}{2}\right)=\Delta ,
\]

so second-order perturbation theory gives the shift \(g^2/\Delta\).

Now add the counter-rotating terms. The operator \(a\sigma_-\) must remove a photon, and there is none. The operator \(a^\dagger\sigma_+\) must raise the atom, which is already in its upper state. Both give zero on \(|e,0\rangle\). The conclusion drawn is that counter-rotating coupling needs photons to act, and that the vacuum shift at order \(g^2\) is \(g^2/\Delta\) in both models.

A numerical check can even seem to support this. With the atom at 5.47134 GHz and the other parameters unchanged, \(g^2/\Delta\) is 21.216 MHz, and diagonalizing the Rabi Hamiltonian gives 21.214 MHz.

At the parameters of part (c) the agreement is gone. There \(g^2/\Delta\) is 5.000 MHz, while diagonalization gives 5.816 MHz. The discrepancy is 14% of the true shift of this model.

## Where the fault lies

Each statement about \(|e,0\rangle\) is correct at order \(g^2\). The error is to identify the shift of one level with the shift of a transition. A transition frequency is a difference of two energies, and the lower level also has to be followed.

In the JC model \(|g,0\rangle\) is uncoupled: \(a\sigma_+\) finds no photon to absorb, and \(a^\dagger\sigma_-\) cannot lower an atom already in its lower state. In the Rabi model, however,

\[
a^\dagger\sigma_+|g,0\rangle=|e,1\rangle .
\]

The counter-rotating coupling therefore acts on the state with no photon and no excitation. Its effect on the transition must be included.

## Right solution

### The JC model

The JC coupling connects \(|e,n\rangle\) with \(|g,n+1\rangle\) and with no other state. From \(a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle\), the matrix element is \(g\sqrt{n+1}\). The bare energies, divided by \(\hbar\), are

\[
n\omega+\frac{\omega_0}{2}=\left(n+\tfrac12\right)\omega+\frac{\Delta}{2},
\qquad
(n+1)\omega-\frac{\omega_0}{2}=\left(n+\tfrac12\right)\omega-\frac{\Delta}{2}.
\]

Measured from their mean, the eigenvalues \(\lambda\) of this two-by-two block satisfy

\[
\left(\frac{\Delta}{2}-\lambda\right)\left(-\frac{\Delta}{2}-\lambda\right)-g^2(n+1)=0,
\]

which gives

\[
\lambda=\pm\frac12\sqrt{\Delta^2+4g^2(n+1)} .
\]

The level that becomes \(|e,n\rangle\) as \(g\to0\) must have \(\lambda\to\Delta/2\). The root therefore carries the sign of \(\Delta\). Subtracting the bare value \(\Delta/2\) gives the shift

\[
\delta_{e,n}^{\rm JC}=\frac{\Delta}{2}\left(\sqrt{1+4x}-1\right),\qquad x=\frac{g^2(n+1)}{\Delta^2}.
\]

For small \(x\), \(\sqrt{1+4x}=1+2x-2x^2+\dots\), so

\[
\delta_{e,n}^{\rm JC}=\frac{g^2(n+1)}{\Delta}-\frac{g^4(n+1)^2}{\Delta^3}+\dots
\]

For \(n=0\) the lower level \(|g,0\rangle\) does not move. The JC vacuum shift of the transition is thus \(g^2/\Delta\) at leading order, and it belongs entirely to the upper level. This is the single-mode Lamb shift: the atom exchanges a virtual photon with an empty mode. The two coupled levels repel, so \(|e,0\rangle\) rises when it lies above \(|g,1\rangle\) and falls when it lies below. The Lamb shift of a free atom involves all field modes, further atomic levels and mass renormalization, none of which is in this model.

### The Rabi model at second order

The blocks no longer close, because the counter-rotating terms link \(|g,n\rangle\) to \(|e,n+1\rangle\). Let \(s\) be the bare state being followed and \(j\) its neighbours, with coupling \(b_j\). Let energies be divided by \(\hbar\). Projecting the eigenvalue equation on these states gives

\[
(E-E_s)c_s=\sum_j b_jc_j,\qquad
(E-E_j)c_j=b_jc_s+(\text{terms from farther states}).
\]

Farther states are reached by two couplings, so their amplitudes are of order \(g^2\), and they change \(c_j\) at order \(g^3\). Replacing \(E\) by \(E_s\) in the second equation also makes an error of order \(g^3\) in \(c_j\). Hence \(c_j=b_jc_s/(E_s-E_j)+O(g^3)\), and

\[
\delta_s=E-E_s=\sum_j\frac{b_j^2}{E_s-E_j}+O(g^4).
\]

The neighbours of \(|e,n\rangle\) are:

- \(|g,n+1\rangle\), with \(b^2=g^2(n+1)\) and energy difference \(\omega_0-\omega=\Delta\);
- \(|g,n-1\rangle\), with \(b^2=g^2n\) and energy difference \(\omega_0+\omega=\Sigma\).

The neighbours of \(|g,n\rangle\) are:

- \(|e,n-1\rangle\), with \(b^2=g^2n\) and energy difference \(-\omega_0+\omega=-\Delta\);
- \(|e,n+1\rangle\), with \(b^2=g^2(n+1)\) and energy difference \(-\omega_0-\omega=-\Sigma\).

Therefore

\[
\delta_{e,n}=\frac{g^2(n+1)}{\Delta}+\frac{g^2n}{\Sigma},
\qquad
\delta_{g,n}=-\frac{g^2n}{\Delta}-\frac{g^2(n+1)}{\Sigma}.
\]

Subtracting the second from the first, the coefficients of \(1/\Delta\) and of \(1/\Sigma\) both become \((n+1)+n=2n+1\). The shift of the transition at fixed photon number is

\[
\boxed{\;\delta\omega_n=(2n+1)\left(\frac{g^2}{\Delta}+\frac{g^2}{\Sigma}\right)+O(g^4)\;}
\]

For an empty cavity the shift is \(g^2/\Delta+g^2/\Sigma\). The second part is the vacuum Bloch-Siegert term. At this order it comes from the lowering of \(|g,0\rangle\) by \(g^2/\Sigma\), which the tempting solution missed. A lower ground level means a larger transition frequency, so this term is positive for either sign of \(\Delta\). With photons present, both terms grow by the factor \(2n+1\).

The same levels show how the atom shifts the cavity. Adding one photon costs \(\omega+\delta_{e,n+1}-\delta_{e,n}\) for an excited atom, and correspondingly for an atom in its lower state. At second order these are

\[
\omega+\left(\frac{g^2}{\Delta}+\frac{g^2}{\Sigma}\right)\quad(e),\qquad
\omega-\left(\frac{g^2}{\Delta}+\frac{g^2}{\Sigma}\right)\quad(g).
\]

### Two limits

Since \(\Delta+\Sigma=2\omega_0\) and \(\Delta\Sigma=\omega_0^2-\omega^2\), the vacuum shift can be written

\[
\frac{g^2}{\Delta}+\frac{g^2}{\Sigma}=\frac{g^2(\Sigma+\Delta)}{\Delta\Sigma}=\frac{2\omega_0g^2}{\omega_0^2-\omega^2}.
\]

For \(\omega\ll\omega_0\), with \(g\) still small against \(\omega\), both denominators approach \(\omega_0\). The shift tends to \(2g^2/\omega_0\), and the JC model gives half of it.

For \(\omega\gg\omega_0\), the two terms approach \(-g^2/\omega\) and \(+g^2/\omega\) and nearly cancel. What remains is \(-2\omega_0g^2/\omega^2\), much smaller than the JC value. Large detuning alone thus does not justify dropping the counter-rotating terms. That requires \(|\Delta|\ll\Sigma\).

### The next order, for an empty cavity

Starting from \(|e,0\rangle\), the full coupling forms the chain \(|e,0\rangle,|g,1\rangle,|e,2\rangle,\dots\). Starting from \(|g,0\rangle\), it forms \(|g,0\rangle,|e,1\rangle,|g,2\rangle,\dots\). In both chains the first coupling is \(g\) and the second is \(\sqrt2\,g\). Number the states 0, 1, 2 and let \(D_k=E_0-E_k\). With \(\delta=E-E_0\),

\[
\delta c_0=gc_1,\qquad (D_1+\delta)c_1=gc_0+\sqrt2\,gc_2,\qquad c_2\simeq\frac{\sqrt2\,g}{D_2}c_1 .
\]

Eliminating \(c_2\) and then \(c_1\) gives

\[
\delta\simeq\frac{g^2}{D_1+\delta-2g^2/D_2}
\simeq\frac{g^2}{D_1}\left(1-\frac{\delta}{D_1}+\frac{2g^2}{D_1D_2}\right).
\]

Inserting \(\delta\simeq g^2/D_1\) on the right,

\[
\delta=\frac{g^2}{D_1}-\frac{g^4}{D_1^3}+\frac{2g^4}{D_1^2D_2}+O(g^6).
\]

State 2 has two more photons and the same atomic state, so \(D_2=-2\omega\) in both chains. With \(D_1=\Delta\) for the upper level and \(D_1=-\Sigma\) for the lower,

\[
\delta_{e,0}=\frac{g^2}{\Delta}-\frac{g^4}{\Delta^3}-\frac{g^4}{\omega\Delta^2},\qquad
\delta_{g,0}=-\frac{g^2}{\Sigma}+\frac{g^4}{\Sigma^3}-\frac{g^4}{\omega\Sigma^2}.
\]

In the difference, use \(\Sigma^2-\Delta^2=(\Sigma-\Delta)(\Sigma+\Delta)=2\omega(\Sigma+\Delta)\):

\[
\frac1\omega\left(\frac1{\Delta^2}-\frac1{\Sigma^2}\right)=\frac{2(\Sigma+\Delta)}{\Delta^2\Sigma^2}=\frac{2}{\Delta^2\Sigma}+\frac{2}{\Delta\Sigma^2}.
\]

The fourth-order part of the vacuum transition shift is then

\[
-g^4\left(\frac1{\Delta^3}+\frac2{\Delta^2\Sigma}+\frac2{\Delta\Sigma^2}+\frac1{\Sigma^3}\right)
=-g^4\left(\frac1\Delta+\frac1\Sigma\right)\left(\frac1{\Delta^2}+\frac1{\Delta\Sigma}+\frac1{\Sigma^2}\right).
\]

Near resonance it approaches \(-g^4/\Delta^3\), whose size equals that of the Bloch-Siegert term when \(|\Delta|^3=g^2\Sigma\). Near resonance, therefore, keeping \(g^2/\Sigma\) while dropping the fourth order is consistent only for \(g^2\Sigma\ll|\Delta|^3\), a stricter condition than \(g\ll|\Delta|\).

## Numbers

For part (c), \(\Delta=7-5=2\) GHz and \(\Sigma=7+5=12\) GHz. Then

\[
\frac{g^2}{\Delta}=\frac{0.01}{2}\ \text{GHz}=5.000\ \text{MHz},\qquad
\frac{g^2}{\Sigma}=\frac{0.01}{12}\ \text{GHz}=0.833\ \text{MHz}.
\]

Their sum is 5.833 MHz. The fourth-order term is \(-0.017\) MHz, which brings the result to 5.816 MHz, in agreement with diagonalization. As an energy this is 24.05 neV. The JC model gives 4.988 MHz.

The separate levels confirm the assignment. In the Rabi model \(|e,0\rangle\) rises by 4.983 MHz and \(|g,0\rangle\) falls by 0.833 MHz. The upper level lies 0.005 MHz below its JC value. This is the term \(-g^4/(\omega\Delta^2)\), in which the counter-rotating coupling acts on the virtual state \(|g,1\rangle\). With an empty cavity, the excited level is thus untouched by that coupling at order \(g^2\), but not beyond.

With one photon the second-order shift is \(3\times5.833=17.50\) MHz, against 17.41 MHz from diagonalization. With two photons it is 29.17 MHz against 28.94 MHz. As a fraction of the diagonalized shift, the error of the second-order formula rises from 0.3% in vacuum to 0.8% with two photons, as expected when the small parameter \(g^2(n+1)/\Delta^2\) grows with \(n\). The cavity frequency for the first photon moves by \(+5.78\) MHz or \(-5.82\) MHz, depending on the atomic state.

Exchanging the two frequencies makes \(\Delta=-2\) GHz and leaves \(\Sigma\) unchanged. The Lamb term becomes \(-5.000\) MHz, while the Bloch-Siegert term stays at \(+0.833\) MHz. Their sum is \(-4.167\) MHz, and diagonalization gives \(-4.158\) MHz. The two terms now oppose each other.

The misleading agreement at 5.47134 GHz can now be explained. The detuning there is 0.47134 GHz, which is where \(|\Delta|^3=g^2\Sigma\). The JC shift from diagonalization is 20.34 MHz, lower than \(g^2/\Delta\) by 0.88 MHz because of the higher orders in \(g\). Adding the counter-rotating coupling raises the shift by nearly the same amount, also 0.88 MHz to two digits. Two omissions of opposite sign almost cancel, so the agreement says nothing in favour of the argument.

## A window where the labels fail

The derivation follows levels that keep the character of one bare state. This fails in narrow windows of \(\omega_0\). Consider the one near \(\omega_0=3\omega\). There the levels of \(|e,0\rangle\) and \(|g,3\rangle\), shifted by the coupling, would cross, and the two states are joined through \(|g,1\rangle\) and \(|e,2\rangle\). The energies of these two intermediate states differ from that of \(|e,0\rangle\) by \(2\omega\), the first below and the second above. To leading order in each coefficient,

\[
c_{e2}\simeq-\frac{\sqrt3\,g}{2\omega}c_{g3}+\dots,\qquad
c_{g1}\simeq\frac{g\,c_{e0}+\sqrt2\,g\,c_{e2}}{2\omega}
\simeq\frac{g}{2\omega}c_{e0}-\frac{\sqrt6\,g^2}{4\omega^2}c_{g3}.
\]

The dots stand for a term in \(c_{g1}\), which corrects both coefficients in the result for \(c_{g1}\), but only at higher order. Multiplying \(c_{g1}\) by \(g\), as the equation for \(c_{e0}\) requires, gives an effective coupling \(-\sqrt6\,g^3/(4\omega^2)\) between the two degenerate states. The smallest gap is twice its magnitude, \(\sqrt6\,g^3/(2\omega^2)\).

For \(g=0.02\,\omega\) this is \(9.80\times10^{-6}\,\omega\), as diagonalization also gives. The second-order shifts displace the crossing. At \(\omega_0=3\omega\) they are \(\delta_{e,0}=g^2/(2\omega)\) and \(\delta_{g,3}=-3g^2/(2\omega)-4g^2/(4\omega)=-5g^2/(2\omega)\). The levels therefore meet when \(\omega_0-3\omega+3g^2/\omega=0\), that is at \(\omega_0=2.9988\,\omega\), where the minimum gap is found. Inside this narrow window the eigenstates are mixtures of \(|e,0\rangle\) and \(|g,3\rangle\), and "the transition with an empty cavity" has no unique meaning. This window is not the only one. Near \(\omega_0=5\omega\), \(|e,0\rangle\) meets \(|g,5\rangle\) through five couplings, and the gap, of order \(g^5\), is only \(1.1\times10^{-9}\,\omega\) for \(g=0.02\,\omega\). States with photons have windows of their own: for the same \(g\), \(|e,1\rangle\) meets \(|g,4\rangle\) at \(\omega_0=2.9982\,\omega\), with a gap twice that of the empty cavity.

The model also leaves out the term quadratic in the vector potential, losses, and all other modes and atomic levels. The figures above are properties of the stated Hamiltonian; the numerical output follows.

## Numbers as computed

```
atom frequency: 7.000 GHz
mode frequency: 5.000 GHz
coupling g: 0.100 GHz
Delta: 2.000 GHz
Sigma: 12.000 GHz
g/Delta: 0.0500 (no unit)
Lamb term g^2/Delta: 5.0000 MHz
Bloch-Siegert term g^2/Sigma: 0.8333 MHz
sum of the two terms: 5.8333 MHz
JC shift, diagonalized: 4.9876 MHz
JC fourth-order term: -0.0125 MHz
Rabi shift, diagonalized: 5.8160 MHz
Rabi fourth-order term: -0.0174 MHz
Rabi minus JC, diagonalized: 0.8285 MHz
Rabi shift of |e,0>: 4.9826 MHz
Rabi shift of |g,0>: -0.8334 MHz
Rabi shift as energy: 24.053 neV
n=1 second-order shift: 17.500 MHz
n=1 Rabi shift, diagonalized: 17.414 MHz
n=2 second-order shift: 29.167 MHz
n=2 Rabi shift, diagonalized: 28.944 MHz
cavity pull, atom excited: 5.782 MHz
cavity pull, atom in ground state: -5.816 MHz
exchanged: Lamb term: -5.0000 MHz
exchanged: Bloch-Siegert term: 0.8333 MHz
exchanged: sum of terms: -4.1667 MHz
exchanged: Rabi shift, diagonalized: -4.1577 MHz
crossover detuning: 0.4713 GHz
crossover: Lamb term: 21.216 MHz
crossover: Bloch-Siegert term: 0.955 MHz
crossover: sum of terms: 22.171 MHz
crossover: JC shift, diagonalized: 20.339 MHz
crossover: Rabi shift, diagonalized: 21.214 MHz
three-photon test: g/mode: 0.020 (no unit)
three-photon test: atom/mode at minimum gap: 2.99880 (no unit)
three-photon test: gap/mode, diagonalized: 9.7994e-06 (no unit)
three-photon test: gap/mode, formula: 9.7980e-06 (no unit)
```
